# Why tension widens partial pairs in (001) diamond-structure films

A critical thickness worked out for perfect dislocations hardly changes when the misfit strain changes sign. Used alone, it predicts that a stretched and a compressed film relax in the same way. It misses a defect that can come earlier in the stretched film: a single partial dislocation with a stacking fault running from the interface to the surface. To find it, one must know which partial slips first and how hard the stress pushes each one.

The film has a (001) surface and equal in-plane stresses $S$, with tension positive. It relaxes by 60-degree dislocations gliding from the surface on inclined {111} planes. The angles 30 and 90 degrees are those between a partial's Burgers vector and the misfit line at the interface. "Leading" means slipping first. Glide is taken to occur between the closely spaced atomic layers, where a low-energy fault can form.

## 1. The atoms fix the order

Take the plane with upward normal $\mathbf n=[111]/\sqrt3$ and misfit line $[1\bar10]$. Slip vectors give the motion of the upper crystal relative to the lower.

An atom just below the slip plane has three neighbours just above it, at $\frac a4[11\bar1]$, $\frac a4[1\bar11]$ and $\frac a4[\bar111]$. Each vector has the normal part $\frac a{12}[111]$. Subtracting it leaves the in-plane offsets

$$\mathbf p_1=\tfrac a6[11\bar2],\quad \mathbf p_2=\tfrac a6[1\bar21],\quad \mathbf p_3=\tfrac a6[\bar211].$$

If the upper crystal moves by $-\mathbf p_1$, one neighbour lands directly above the lower atom, at the layer spacing $a/(4\sqrt3)$. For $a=0.543$ nm this is 0.078 nm, against a bond length $\sqrt3a/4=0.235$ nm. That first slip is ruled out.

If it moves by $+\mathbf p_1$, the offsets become $2\mathbf p_1$, $\mathbf p_2+\mathbf p_1=-\mathbf p_3$ and $\mathbf p_3+\mathbf p_1=-\mathbf p_2$. Since $3\mathbf p_1$ is a lattice vector, $2\mathbf p_1$ is equivalent to $-\mathbf p_1$. The neighbours now sit at $-\mathbf p_1,-\mathbf p_2,-\mathbf p_3$, with unchanged bond lengths. This is the stacking fault. Slips $\mathbf p_2$ and $\mathbf p_3$ give the same fault, so any $-\mathbf p_j$ removes it. A perfect slip is therefore $\mathbf p_i$ first, then $-\mathbf p_j$, with $i\ne j$.

Vector $\mathbf p_1$ is perpendicular to the misfit line and belongs to the 90-degree partial. The other two make 30 degrees with it.

## 2. The stress chooses the direction and weights the partials

The work per unit slipped area is $\mathbf p\cdot\boldsymbol\sigma\mathbf n$, with $\boldsymbol\sigma\mathbf n=S(1,1,0)/\sqrt3$. Hence

$$\mathbf p_1:\ \frac{aS}{3\sqrt3},\qquad \mathbf p_2,\mathbf p_3:\ -\frac{aS}{6\sqrt3}.$$

Tension drives a total slip with positive work, such as $\mathbf p_1-\mathbf p_3=\frac a2[10\bar1]$. The first step is $\mathbf p_1$, so the 90-degree partial leads. Compression drives the opposite slip, $\mathbf p_3-\mathbf p_1=\frac a2[\bar101]$. Its first step must be $\mathbf p_3$, because $-\mathbf p_1$ is forbidden as a first step. The 30-degree partial leads. Replacing $\mathbf p_3$ by $\mathbf p_2$ changes nothing. A quarter turn about [001], combined with a translation, maps the crystal onto itself and carries the result to the other {111} planes.

For either sign of stress the driving forces per unit length are

$$F_{90}=2f,\qquad F_{30}=f,\qquad f=\frac{a|S|}{6\sqrt3}.$$

The more strongly driven partial is in front under tension and behind under compression.

## 3. Fault and repulsion: a pair moving in bulk

A fault of energy $G$ per area pulls the leader back and the follower forward. The partials repel with force $A/d$ at separation $d$. For a straight pair far from surfaces, with equal drag coefficient $B$,

$$Bv_1=F_1-G+\frac Ad,\qquad Bv_2=F_2+G-\frac Ad,$$

where 1 is the leader. Subtraction gives

$$B\dot d=F_1-F_2-2G+\frac{2A}d .$$

Setting $\dot d=0$, with $F_1-F_2=+f$ in tension and $-f$ in compression,

$$d_{\rm tens}=\frac A{G-f/2},\qquad d_{\rm comp}=\frac A{G+f/2}.$$

At $f=0$ both reduce to $A/G$. For $f\ge2G$ the tensile pair has no steady separation and keeps widening. Unequal drag would change these formulas, so they isolate the effect of stress alone.

## 4. The free surface and the line energy

In a film the misfit line also costs elastic energy. Film and substrate are given the same isotropic shear modulus $\mu$ and Poisson ratio $\nu$. Let $z=x+iy$, with $y$ the depth, and let $s$ be distance from the surface along the slip direction, so $z=sc$ with $c=e^{i\alpha}$ and $\sin\alpha=\sqrt{2/3}$. Plane stresses follow from two analytic functions:

$$\sigma_{xx}+\sigma_{yy}=4\,{\rm Re}\,\Phi,\quad \sigma_{yy}-\sigma_{xx}+2i\sigma_{xy}=2(\bar z\Phi'+\Psi).$$

The shear on the slip plane is $\tau={\rm Im}[c^2(\bar z\Phi'+\Psi)]$. An edge component $b$ at $z_0$ in bulk has

$$\Phi_0=\frac{\Gamma}{z-z_0},\quad \Psi_0=\frac{\bar\Gamma}{z-z_0}+\frac{\Gamma\bar z_0}{(z-z_0)^2},\quad \Gamma=-igc,$$

with $g=\mu b/[4\pi(1-\nu)]$. At distance $\delta$ along the slip plane, $z-z_0=\delta c$, and

$$c^2(\bar z\Phi_0'+\Psi_0)=c^2\left(-\frac{\Gamma\bar c}{\delta c^2}+\frac{\bar\Gamma}{\delta c}\right)=\frac{2ig}{\delta}.$$

So $\tau=2g/\delta$. With edge components $b_{90}$ and $b_{30}^e$, the repulsion constant is $A=\mu b_{90}b_{30}^e/[2\pi(1-\nu)]$. The 90-degree partial has no screw part, so there is no screw term.

The surface must carry no traction. Adding image functions $\Phi_i,\Psi_i$, this requires $\Phi+\bar\Phi+z\Phi'+\Psi=0$ on the real axis. Define $F^*(z)=\overline{F(\bar z)}$. Separating functions analytic below the surface from those analytic above it gives

$$\Phi_i=-(\Phi_0^*+z\Phi_0^{*\prime}+\Psi_0^*),\qquad \Psi_i=-\Phi_0^*-\Phi_i-z\Phi_i'.$$

With $q=z-\bar z_0$ and $D=z_0-\bar z_0$, substitution gives $\Phi_0^*=\bar\Gamma/q$ and

$$\Phi_i=-\frac\Gamma q-\frac{\bar\Gamma D}{q^2}.$$

To find the dislocation's force on itself, shift $x$ so that $z=z_0=ih$. Then $q=D=2ih$ and $\Phi_i'=-(\Gamma+2\bar\Gamma)/(4h^2)$, so

$$\bar z\Phi_i'+\Psi_i=\frac{\Gamma}{2ih}+(\bar z-z)\Phi_i'=\frac{i\bar\Gamma}{h}=-\frac{g\bar c}{h}.$$

Multiplying by $c^2$ and taking the imaginary part gives $\tau=-g\sin\alpha/h=-g/s$. The surface attracts the edge part with force $gb/s$. A screw part $b_s$ has an opposite image at distance $2h$. Its attraction $\mu b_s^2/(4\pi h)$ has the component $\mu b_s^2/(4\pi s)$ along the slip direction. The total pull is $K/s$, where

$$K=\frac{\mu}{4\pi}\left(\frac{b_e^2}{1-\nu}+b_s^2\right).$$

Integrating over $s$ gives the line energy $K\ln(2h/r_0)$ per unit length. The integration constant, which includes the core, is absorbed in $r_0$. The same $r_0$ is used for both partials; this is an approximation, since their core energies can differ and would then shift the thicknesses found below.

The interaction energy is the work needed to bring the follower from the surface to $s_2$ while the leader is at $s_1>s_2$:

$$W=A\ln\frac{s_1}{s_1-s_2}-b_{30}^e\int_0^{s_2}\tau_i(s)\,ds .$$

Here $\tau_i$ is the image shear of an edge component $b_{90}$ at $s_1$. Only the product of the edge components enters, so $W$ is the same for either order. The smooth integral is evaluated by Gauss–Legendre quadrature.

## 5. Lone partial against pair

Energies are per unit misfit length, relative to the unrelaxed film. The slip distance to the interface is $w=h/\sin\alpha$. Write $L=\ln(2h/r_0)$. A lone leader at the interface has

$$E_1=K_1L+(G-F_1)w .$$

For the pair, the follower is placed at the interface and the leader a distance $d$ beyond it, in the unstressed substrate:

$$E_2=K_1\left[L+\ln\left(1+\frac dw\right)\right]+K_2L+W+Gd-3fw .$$

It is minimised numerically over $d$. This position is a trial choice. A better one could only lower $E_2$.

Which defect reaches zero energy first as the film thickens? Put $E_1=0$ into $E_2$. In tension $2fw=K_{90}L+Gw$, so

$$E_2=\left(K_{30}-\tfrac12K_{90}\right)L+K_{90}\ln\left(1+\tfrac dw\right)+W+Gd-\tfrac32Gw .$$

In compression $fw=K_{30}L+Gw$, so

$$E_2=\left(K_{90}-2K_{30}\right)L+K_{30}\ln\left(1+\tfrac dw\right)+W+Gd-3Gw .$$

A positive $E_2$ means that the lone partial comes first. For the parameters below the first bracket is $+0.115$ nN in tension and $-0.230$ nN in compression. The final fault term, which favours the pair, is also twice as large in compression at the same film thickness.

## 6. The contributions weighed

The example uses rough values typical of strained silicon: $a=0.543$ nm, elastic constants $C_{11},C_{12},C_{44}=166,64,80$ GPa, $G=0.055$ J/m² and $r_0=0.10$ nm. The strain magnitude is 1.5%. All parameters are held fixed when its sign is reversed.

Zero stress normal to the film gives the biaxial modulus $M=C_{11}+C_{12}-2C_{12}^2/C_{11}=180.7$ GPa, so $|S|=2.71$ GPa. Then $f=0.543\times2.71/(6\sqrt3)=0.142$ N/m and $2f=0.283$ N/m.

Averaging the stiffness over orientations gives $\mu=(C_{11}-C_{12}+3C_{44})/5=68.4$ GPa and, with bulk modulus $(C_{11}+2C_{12})/3$, $\nu=0.217$. Each partial has length $a/\sqrt6$, and the edge part of the 30-degree one is half of that. Hence $K_{90}=0.342$ nN, $K_{30}=0.286$ nN and $A=0.342$ nN.

**Moving pair.** Without stress the bulk separation is $0.342/0.055=6.2$ nm. At 0.5% strain it is 10.9 nm in tension and 4.3 nm in compression. The tensile limit $f=2G$ is reached at 1.17%. At 1.5% tension the pair therefore widens without limit in this bulk model, while in compression it settles at 2.7 nm. The tensile result is sensitive to the equal-drag assumption. At large $d$ the leader outruns the follower only if $B_{90}/B_{30}<(2f-G)/(f+G)=1.16$. The compressed pair would itself widen without limit if $B_{90}/B_{30}>(2f+G)/(f-G)=3.9$.

**Lone partial.** In tension $E_1=0$ at $h=5.8$ nm, where $w=7.1$ nm. The three parts, in nN, are

$$\underbrace{1.62}_{\rm line}+\underbrace{0.39}_{\rm fault}-\underbrace{2.02}_{\rm work}\approx0 .$$

For the lone 30-degree partial in compression, at the same thickness, they are $1.36+0.39-1.01=+0.74$ nN. Its line energy is somewhat lower, but the halved work outweighs that gain. It reaches zero only at 15.5 nm.

**Pair.** Its critical thickness is 7.6 nm for both signs. In tension the lone partial comes first, at 5.8 nm. In compression the pair comes first by a wide margin. Above 9.9 nm in tension a single pair has lower energy than a single lone partial. This does not mark the end of lone partials in an equilibrium film, which may hold many defects: where $E_1=E_2<0$, two distant lone partials have energy $2E_1$, below that of one pair. Finding that limit requires comparing whole arrays. A fault could survive in thicker films if the follower fails to nucleate; that is a conjecture about kinetics.

**Threshold.** Solving $E_1=E_2=0$ in tension gives $h\approx16$ nm and a strain of 0.82%. At 0.5% tension the order is reversed: the pair becomes favourable at 30 nm and the lone partial at 49 nm. A scan of both partial positions at the threshold, with the follower in the deeper half of the slip path, found no lower pair energy than the assumed arrangement.

In compression, $E_2$ was evaluated on the line $E_1=0$ at fifteen thicknesses from 2 to 200 nm. Its highest value was $-0.65$ nN, so the pair came first at each of them. That value belongs to the thin end of the scan, 2 nm at about 5% strain. The margin shrinks further for thinner films and vanishes only below 0.5 nm, where continuum elasticity no longer applies. At 0.5% compression $f=0.047$ N/m is below $G$, so the work gained by a lone 30-degree partial cannot even pay for its fault.

## 7. What can move the result

Changing one input at a time moves the tensile threshold as follows:

- A fault energy 20% lower or higher gives 0.66% or 0.97%.
- Halving or doubling the common $r_0$ gives 0.85% or 0.78%. The shift is small because the two partials' contributions partly cancel.
- Halving or doubling $r_0$ of the 90-degree partial alone gives 0.93% or 0.72%, and moves the lone thickness at 1.5% from 5.8 nm to 6.9 or 4.7 nm. The same change for the 30-degree partial alone gives 0.76% or 0.90%. Opposite changes in the two give 0.68% or 1.05%.
- Anisotropic line energies, with the interaction scaled to match, give 0.84%. They also shift the lone thickness at 1.5% to 5.7 nm, the pair thickness to 7.3–7.4 nm and the stress-free separation to 6.1 nm.
- A surface-step energy of 1.3 J/m², multiplied by the step height, gives 0.88%.
- Moduli 5% lower, as a trial of a hot film, give 0.86%.

The fault energy and the difference between the two core energies matter most among these. With $r_0$ halved for the 90-degree partial and doubled for the 30-degree one, the compressive margin at 2 nm falls to $-0.02$ nN. In none of these cases did the compressed film favour the lone partial at the scanned thicknesses.

The tensile example lies in the regime of silicon on relaxed silicon-germanium with roughly 35–40% germanium. The compressive counterpart is silicon-germanium on silicon, whose own constants differ somewhat from those used here. The thicknesses also assume ready access to equilibrium, which real films often lack. Taking half the standard energy of a circular glide loop and leaving out the surface step, a lone 90-degree partial at 1.5% tension faces a barrier of about 71 eV at a radius of 7 nm. This figure is only an order of magnitude: halving or doubling $r_0$ gives roughly 100 or 40 eV. At 900 K the thermal energy is 0.078 eV. Nucleation on a perfect surface is then negligible, and relaxation needs defects, steps or existing threading dislocations. Real films can consequently stay strained beyond the equilibrium thickness, especially at low growth temperature. The thicknesses above are energetic limits, not predicted onsets of faulting.

Tension thus favours extended faults only under certain conditions. The order of the partials follows from the crystal and the sign of stress, given glide between the close layers. Fault counts also depend on strain, thickness, sources and partial mobilities, and faults formed by growth errors need not follow this rule.

All numerical values are calculated from the stated model.
